# Damping-like torque from a heavy-metal film on a perfect spin absorber, part 2

A heavy-metal film fills $0<z<d$, between an insulator at $z=0$ and a magnet that begins at $z=d$. How efficiently does a current in the film exert a torque on the magnet? The film has conductivity $\sigma$, spin Hall angle $\theta$ and spin-diffusion length $\lambda$. A uniform field $E$ along $x$ drives the charge current density $j=\sigma E$, to first order in $\theta$. The unit vector $\mathbf s$ is the spin polarization, in the plane at right angles to the field, and $\mathbf m$ is the magnetization direction.

The spin current $J$ is the flux of angular momentum toward $+z$, component along $\mathbf s$, times $2e/\hbar$, with $e>0$. The spin accumulation is $2eV$, with $V$ a voltage. A prime means $d/dz$:

$$J=\theta\sigma E-\sigma V' .\tag{1}$$

$$V''=\frac{V}{\lambda^2}.\tag{3}$$

No spin crosses the back face, so $J(0)=0$. For spin transverse to $\mathbf m$, the interface law, with a length $b$, is

$$J(d)=\frac{\sigma V(d)}{b}.\tag{5}$$

Perfect absorption means $b\to0$, so $V(d)=0$, and then

$$V(z)=-\theta E\lambda\,\frac{\sinh[(d-z)/\lambda]}{\cosh(d/\lambda)} .\tag{7}$$

$$J(d)=\theta\sigma E\left[1-\operatorname{sech}\frac d\lambda\right].\tag{8}$$

The damping-like efficiency $\xi$ is defined by the torque per area

$$\boldsymbol\tau=\frac{\hbar}{2e}\,\xi\,j\;\mathbf m\times(\mathbf s\times\mathbf m),\tag{9}$$

which gives

$$\boxed{\;\xi=\theta\left[1-\operatorname{sech}\frac d\lambda\right]\;}\tag{10}$$

Here $\operatorname{sech}(d/\lambda)$ is also the probability that a spin starting at the back face reaches the magnet before it relaxes. A random walk on a lattice checked this, and a finite-volume solution checked (8).

Even if every arriving electron gives up its transverse spin, $b$ is not zero. The spin imbalance was written as $V+a\,c$, where $c$ is the cosine of the angle between an electron's velocity and $+z$. No transverse spin should return for any $c<0$, but only the total backward flux was set to zero. With mean free path $l$, this gave

$$b\approx\frac{2l}{3}.\tag{11}$$

This treats all of $J$ as carried by the angular imbalance, which suits skew scattering. If the spin Hall current is instead a sideways drift outside the imbalance, (11) relates $V(d)$ to the diffusion current alone.

Q: You also replaced a condition on every direction by a condition on one integral. How much does that cost?

A: For plain diffusion it can be measured. I solved the transport equation for a slab three mean free paths thick, with isotropic scattering, isotropic particles entering one face and complete absorption at the other. There was no relaxation and no spin Hall drive. The transmitted flux corresponds to $b=0.710\,l$, so the value $2l/3$ lies about 6% below the transport result.

The boundary condition $V(d)=0$ is therefore a limit. If the angular imbalance carries the spin Hall current, a film that is not thin compared with $\lambda$ needs $b\ll\lambda$ to come near it, which for the best absorber of this kind means $l\ll\lambda$. The diffusion equation for spin needs the same inequality.

Q: Then give me the efficiency when $b$ is not negligible.

A: Add to the perfect-absorber solution a second one that has no spin Hall drive, has zero slope at the back face and takes the value $V(d)$ at the magnet:

$$V_2(z)=V(d)\,\frac{\cosh(z/\lambda)}{\cosh(d/\lambda)} .$$

Its current at $z=d$ is $-\sigma V_2'(d)=-(\sigma/\lambda)V(d)\tanh(d/\lambda)$. The total is

$$J(d)=\theta\sigma E\left[1-\operatorname{sech}\frac d\lambda\right]-\frac\sigma\lambda V(d)\tanh\frac d\lambda .$$

Substitute $V(d)=bJ(d)/\sigma$ and collect $J(d)$ on the left:

$$\xi=\theta\left[1-\operatorname{sech}\frac d\lambda\right]F,\qquad F=\frac{1}{1+(b/\lambda)\tanh(d/\lambda)} .\tag{12}$$

For $d\gg\lambda$ the factor tends to $1/(1+b/\lambda)$. For $d\ll\lambda$ it tends to one at fixed $b$, because the current is then limited by relaxation in the film and not by the interface.

Q: An interface can also rotate spins about the magnetization. Would that not produce a second kind of torque, along $\mathbf m\times\mathbf s$?

A: For finite $b$ it can. Represent a transverse vector by a complex number, with the real axis along $\mathbf s_\perp=\mathbf m\times(\mathbf s\times\mathbf m)$ and the imaginary axis along $\mathbf m\times\mathbf s$. The operation $\mathbf m\times$ is then multiplication by $i$, and an interface that both absorbs and rotates has a complex $b$. The steps to (12) are unchanged. The real part of $F$ multiplies the damping-like torque, and the imaginary part gives a field-like torque. When $|b|/\lambda\to0$, $F\to1$ whatever the phase of $b$, so the field-like part vanishes in the limit of perfect absorption. This concerns spin arriving from the film. Torques generated at the interface itself, or by the magnetic field of the current, are outside the model.

Q: Let us have numbers. Choose a case that resembles a device.

A: Take rough values in the regime of a beta-tungsten film under a thin cobalt-iron-boron layer: $\theta=-0.30$, $\lambda=1.5$ nm, $d=5$ nm, resistivity $\rho=1/\sigma=200$ µΩ cm and $j=10$ MA/cm². The magnet has thickness $t=1$ nm, magnetization $M=1000$ kA/m and resistivity 150 µΩ cm. For perfect absorption,

$$\frac d\lambda=\frac{5}{1.5}=3.333,\qquad \xi=-0.30\,(1-0.0713)=-0.279 .$$

With $\hbar/2e=3.29\times10^{-16}$ V s and $j=10^{11}$ A/m², the signed torque per area is

$$\frac{\hbar}{2e}\,\xi j=-9.2\ \text{µJ/m}^2 .$$

Q: Experimenters usually speak of a field. How do you convert?

A: A field $\mathbf B$ exerts the torque $Mt\,\mathbf m\times\mathbf B$ per area. Equating this to $(\hbar/2e)\,\xi j\,\mathbf m\times(\mathbf s\times\mathbf m)$ shows that the equivalent field is

$$\mathbf B=\frac{\hbar}{2e}\,\frac{\xi j}{Mt}\;\mathbf s\times\mathbf m .$$

Here $Mt=10^6\times10^{-9}=10^{-3}$ A, so the coefficient of $\mathbf s\times\mathbf m$ is $-9.2$ mT. The minus sign comes from $\theta$ and means that the torque is opposite to that of a metal with positive spin Hall angle at the same current.

Q: Was 5 nm a sensible thickness?

A: With $\theta$, $\lambda$ and $j$ held fixed and perfect absorption assumed, the efficiency varies as follows.

| $d$ (nm) | $\xi$ |
|---|---|
| 1 | −0.056 |
| 2 | −0.152 |
| 3 | −0.220 |
| 5 | −0.279 |
| 8 | −0.297 |

Ninety percent of the bulk value is reached when $\operatorname{sech}(d/\lambda)=0.1$, that is, at $d=\lambda\operatorname{arccosh}10=4.5$ nm. Going from 5 to 8 nm gains little efficiency, while at fixed current density it needs 60% more current in the film. If the aim is a large torque per current density, a thickness near $3\lambda$ collects most of it. If the aim is a small total current, the optimum is a different question, since the current itself grows with $d$.

Q: Now use your own correction. Is this interface anywhere near perfect?

A: First estimate the mean free path. For free electrons with Fermi wave number $k_F$, the density is $n=k_F^3/3\pi^2$ and the conductivity is $\sigma=ne^2l/(\hbar k_F)$. Solving for $l$,

$$l=\frac{\hbar k_F}{ne^2\rho}=\frac{3\pi^2\hbar}{e^2k_F^2\rho} .$$

An assumed $k_F=12$ nm⁻¹ gives $l=0.42$ nm, and (11) gives $b=0.28$ nm. With $\tanh(3.333)=0.997$,

$$F=\frac1{1+(0.282/1.5)(0.997)}=0.84,\qquad \xi=-0.235 .$$

If the angular imbalance carries the spin Hall current, an interface that takes the transverse spin of every arriving electron thus delivers 16% less than the ideal formula. If that current is a drift outside the imbalance, the interface law becomes $V(d)=b\,[J(d)-\theta\sigma E]/\sigma$, and the same steps give $\xi=\theta[1-F\operatorname{sech}(d/\lambda)]=-0.282$, which is no loss at all. Moreover $l/\lambda=0.28$ is not very small, so the diffusion equation is only approximate here, and $l$ itself rests on an assumed $k_F$. This correction therefore gives a size and not a precise value.

Q: Real interfaces are also intermixed. What if spin is lost on the way into the magnet?

A: Put a layer of thickness $t_m$ and spin-diffusion length $\lambda_m$ between film and magnet. Give it the conductivity of the film and no spin Hall effect, and let the magnet behind it absorb perfectly. With $y$ measured from the film side and $V_i$ the accumulation there, the solution that vanishes at $y=t_m$ is

$$V=V_i\,\frac{\sinh[(t_m-y)/\lambda_m]}{\sinh\delta},\qquad \delta=\frac{t_m}{\lambda_m}.$$

From $J=-\sigma V'$, the currents entering and leaving are

$$J_{\rm in}=\frac{\sigma V_i}{\lambda_m}\,\frac{\cosh\delta}{\sinh\delta},\qquad J_{\rm out}=\frac{\sigma V_i}{\lambda_m}\,\frac1{\sinh\delta} .$$

The film therefore sees $b=\sigma V_i/J_{\rm in}=\lambda_m\tanh\delta$, and the fraction $J_{\rm out}/J_{\rm in}=\operatorname{sech}\delta$ gets through. The ideal efficiency is multiplied by

$$\frac{\operatorname{sech}\delta}{1+(\lambda_m/\lambda)\tanh\delta\,\tanh(d/\lambda)} .$$

For assumed values $t_m=0.3$ nm and $\lambda_m=0.6$ nm, $\delta=0.5$ and the factor is 0.75. A layer about one atom thick can therefore remove a quarter of the torque, but relaxation in it is the smaller cause. The fraction that gets through is $\operatorname{sech}\delta=0.89$. With no relaxation in the layer, $\lambda_m\to\infty$ and $b\to t_m$, the factor is still 0.83, because spin must diffuse across a layer that has no spin Hall drive. The estimate rests on that assumption: the same layer with the spin Hall angle of the film would give a factor of 1.02.

Q: And the magnet is only 1 nm thick. Can it absorb everything?

A: If no spin leaves its far face and none is lost to its lattice, all the transverse spin that enters must end as torque. A thin magnet can nevertheless be hard to enter. Suppose that transverse spin decays in it by diffusion over a length $\ell$, without precession. With $y$ now measured into the magnet, the solution with zero slope at the far face is

$$V=V_i\,\frac{\cosh[(t-y)/\ell]}{\cosh(t/\ell)} .$$

The entering current is $(\sigma_M/\ell)V_i\tanh(t/\ell)$, where $\sigma_M$ is the magnet's conductivity. Therefore

$$b=\frac{\sigma}{\sigma_M}\,\frac{\ell}{\tanh(t/\ell)} .$$

Here $\sigma/\sigma_M=150/200$. For an assumed $\ell=0.5$ nm, (12) gives $F=0.79$. This estimate overlaps with the kinetic one, since both describe the difficulty of passing from film to magnet. The three factors should not be multiplied together, and a product can err in either direction. The intermixed layer and the finite magnet in series give 0.51, while the product of their factors is 0.595.

Q: You also set $j=\sigma E$. Does the spin accumulation not act back on the charge current?

A: It does, through the inverse spin Hall effect, in second order in $\theta$. The deflection that turns charge flow into spin flow also turns spin flow into charge flow. I take it to dissipate nothing itself, and this fixes the sign. The current is

$$j_x=\sigma E+\theta\sigma V',$$

because the heating per volume by the two flows, apart from that of spin relaxation, is then

$$j_xE-JV'=\sigma E^2+\theta\sigma EV'-\theta\sigma EV'+\sigma V'^2=\sigma(E^2+V'^2),$$

with no term in $\theta$. For $\mathbf m$ at right angles to $\mathbf s$ and perfect absorption, $V(d)=0$ and $V(0)=-\theta E\lambda\tanh(d/\lambda)$, so the average slope is

$$\frac{V(d)-V(0)}{d}=\theta E\,\frac\lambda d\tanh\frac d\lambda .$$

The mean charge current rises by the fraction

$$\theta^2\,\frac{\tanh(d/\lambda)}{d/\lambda}=0.09\times\frac{0.997}{3.333}=2.7\% .$$

The spin current at a given $E$ is unchanged. An efficiency referred to the actual mean current is therefore smaller by just under 3% for this direction of $\mathbf m$. For a tilted $\mathbf m$ the rise depends on what the interface does with the longitudinal spin. If that spin is all returned, the rise grows toward $2\theta^2\tanh(d/2\lambda)/(d/\lambda)=5.0\%$ as $\mathbf m$ turns toward $\mathbf s$.

Q: Is the response still linear at this current, and does the film stay cool?

A: The field is $E=j\rho=2$ kV/cm. The accumulation at the back face is

$$2eV(0)=-2e\theta E\lambda\tanh\frac d\lambda=0.18\ \text{meV},$$

against a thermal energy of 26 meV at 300 K. On this measure linear response is safe.

For the heating, the magnet must be counted too, since it carries current in parallel. Its share is

$$\frac{1/150}{1/150+5/200}=21\% .$$

The film dissipates $jEd=10^8$ W/m², so the pair dissipates $10^8/(1-0.21)=1.27\times10^8$ W/m². Through 100 nm of oxide with thermal conductivity 1.4 W/(m K), steady one-dimensional flow to a perfect heat sink gives a rise of 9 K. A poorer heat sink would raise this. The shunted current does not alter $\xi$, which refers to the current density in the heavy metal, but it lowers the torque obtained per total current.

Q: How closely does all this resemble an actual tungsten device?

A: The resistivity, the size and sign of the spin Hall angle, the nanometre diffusion length and the magnet's thickness and magnetization are all of the usual order for this pair of materials, and I know of none that is far from typical. They vary with growth, and thicker tungsten films tend to change to a phase of lower resistivity, so the table at fixed parameters should not be read as a prediction for a series of real films. Perfect absorption is an assumption to doubt. Taken one at a time, the estimates above move the efficiency from $-0.28$ to about $-0.23$ for the kinetic limit (if the angular imbalance carries the spin Hall current), $-0.22$ for the finite magnet and $-0.21$ for the intermixed layer. The last two rest on assumed lengths, and they use the diffusion equation over distances comparable with the mean free path, so they too give only a size.

Q: Then what may I conclude if I measure $\xi$ and divide by $1-\operatorname{sech}(d/\lambda)$?

A: If the interface law $J(d)=\sigma V(d)/b$ holds for the whole spin current, you obtain $\theta F$, or $\theta$ times the corresponding factor for a lossy layer. If the torque comes from the film's spin Hall effect alone and the interface lowers the torque in one of the ways estimated here, that factor is below one, and the quotient underestimates $|\theta|$, provided that the value of $\lambda$ used in the division is correct. Too large a value of $\lambda$ raises the quotient and can hide the loss. If the spin Hall current is a drift outside the angular imbalance, the kinetic estimate makes the quotient exceed $|\theta|$ instead, by 1% at 5 nm and 43% at 1 nm for the values used here. If the interface generates a torque of its own, this inference fails, because such a torque may have either sign. The values used in this half are collected in the numerical output below.

## Table of computed values

```
INPUTS (rough, beta-tungsten regime)
spin Hall angle: -0.30
spin-diffusion length: 1.5 nm
film thickness: 5.0 nm
film resistivity: 200 uohm cm
film current density: 10 MA/cm2
magnet thickness: 1.0 nm
magnet magnetization: 1000 kA/m
magnet resistivity: 150 uohm cm
IDEAL RESULT
thickness / diffusion length: 3.3333
sech(thickness / diffusion length): 0.0713
random-walk arrival fraction: 0.0712
1 - sech, formula: 0.9287
1 - sech, finite-volume solution: 0.9287
damping-like efficiency: -0.2786
efficiency at 1 nm: -0.0562
efficiency at 2 nm: -0.1521
efficiency at 3 nm: -0.2203
efficiency at 8 nm: -0.2971
thickness for 90% of bulk value: 4.49 nm
torque per area, signed: -9.17 uJ/m2
equivalent damping-like field, signed: -9.17 mT
NEGLECTED EFFECTS, EACH TAKEN ALONE
Fermi wave number assumed: 12 1/nm
free-electron mean free path: 0.422 nm
mean free path / diffusion length: 0.282
kinetic b / mean free path, transport solution: 0.710
kinetic interface length b = 2l/3: 0.282 nm
kinetic absorption factor: 0.842
efficiency with kinetic factor: -0.235
intermixed layer thickness: 0.3 nm
intermixed layer diffusion length: 0.6 nm
intermixed layer factor: 0.749
transverse decay length in magnet: 0.5 nm
finite magnet absorption factor: 0.794
inverse spin Hall rise of mean current: 2.69 %
share of total current in magnet: 21.1 %
electric field: 2.00 kV/cm
spin accumulation at back face: 0.180 meV
thermal energy at 300 K: 25.85 meV
oxide thickness: 100 nm
oxide thermal conductivity: 1.4 W/(m K)
steady Joule warming across oxide: 9.0 K
```
